\section*{Why a fast proton deposits most energy near its end}

\section*{Two limiting laws}

\textbf{Q.} I implant 2 MeV protons into silicon. The energy deposited per nanometre is small at the surface and largest tens of micrometres down. Why does a particle that is losing energy deposit more of it per length?

\textbf{A.} Because the force on it depends on its speed. Let $S(E)=-dE/dx$ be the stopping, the mean energy lost per path length at energy $E$. If the proton goes straight and the energy stays where it is lost, the dose at depth $x$ is $D(x)=S(E(x))$. By the chain rule,
\begin{equation}
\frac{dD}{dx}=\frac{dS}{dE}\,\frac{dE}{dx}=-S\,\frac{dS}{dE}.
\end{equation}
Since $S>0$, the dose grows with depth wherever $S$ rises as the ion slows. We therefore need $S$.

\textbf{Q.} Start with the fast proton. Why should it feel less force?

\textbf{A.} It spends less time near each electron. I use Hartree units ($\hbar=m_e=e=1$), proton mass $M$, speed $v$, atomic number $Z$ and $n$ atoms per volume. In first-order (Born) scattering the Coulomb potential has Fourier transform $4\pi/q^2$, where $q$ is the momentum transfer. With $k,k'$ the proton's wave numbers and $F_j(q)=\langle j|\sum e^{i\mathbf q\cdot\mathbf r}|0\rangle$, the golden rule gives
\begin{equation}
d\sigma_j=\frac{M^2}{4\pi^2}\frac{k'}{k}\Big(\frac{4\pi}{q^2}\Big)^2|F_j|^2\,d\Omega
=\frac{8\pi}{v^2}\frac{|F_j|^2}{q^3}\,dq .
\end{equation}
The second form uses $q^2=k^2+k'^2-2kk'\cos\theta$, so $d\Omega=2\pi q\,dq/(kk')$, and $k=Mv$.

The mean energy transfer at given $q$ follows from a commutator. For $\rho=\sum e^{i\mathbf q\cdot\mathbf r}$ only the kinetic energy fails to commute with $\rho$, so $[H,\rho]=\sum e^{i\mathbf q\cdot\mathbf r}(\mathbf q\cdot\mathbf p+q^2/2)$ and $[\rho^\dagger,[H,\rho]]=Zq^2$. Its ground-state average is $2\sum_jE_j|F_j|^2$, with excitation energies $E_j$ and equal contributions from $\mathbf q$ and $-\mathbf q$. Hence
\begin{equation}
\sum_jE_j|F_j(q)|^2=\tfrac12Zq^2 .
\end{equation}

A heavy ion transfers energy $E_j\simeq\mathbf q\cdot\mathbf v$, so $q\ge E_j/v$. Split the $q$ range at a small $q_0$. Below it $|F_j|^2\simeq q^2f_j/(2E_j)$, where the dipole oscillator strengths obey $\sum f_j=Z$ by the sum rule. Above it the electrons act as free and at rest: $q^2/2\le qv$, so $q\le2v$. The two parts of $\sum_j\int E_j\,d\sigma_j$ are
\begin{equation}
\frac{4\pi}{v^2}\sum_jf_j\ln\frac{q_0v}{E_j}
\quad\text{and}\quad
\frac{4\pi Z}{v^2}\ln\frac{2v}{q_0}.
\end{equation}
On adding them $q_0$ cancels. With the mean excitation energy $I$ defined by $Z\ln I=\sum f_j\ln E_j$,
\begin{equation}
S_B=\frac{A}{v^2}\ln\frac{2v^2}{I},\qquad A=4\pi nZ .
\end{equation}
This is Bethe's law, valid when $v$ is well above the electrons' own speeds.

\textbf{Q.} You replaced a sum over states by two simple pieces. How good is that?

\textbf{A.} Take one electron in a harmonic well of frequency 1 and sum its excitations explicitly. At $v=10$ the sum gives 5.2830 in place of the logarithm $\ln200=5.2983$. On doubling $v$ the gap falls from 0.0153 to 0.0038, about a factor of four, as expected for a correction of order $1/v^2$.

\textbf{Q.} And the slow proton?

\textbf{A.} It moves through the valence electrons, which I treat as a free gas of density $n_v$ filling a sphere of radius $k_F$ in velocity space. In the ion's frame an electron of velocity $\mathbf w$ has $\mathbf u=\mathbf w-\mathbf v$, and it scatters elastically. Per unit density it delivers momentum at the rate $u\,\sigma_{tr}(u)\,\mathbf u$, where $\sigma_{tr}=\int(1-\cos\theta)\,d\sigma$. Exclusion does not alter the net rate: with occupations $f,f'$, forward minus reverse is $f(1-f')-f'(1-f)=f-f'$.

A centred sphere gives no net force. Shifting it by $-\mathbf v$ changes its surface by a layer of thickness $-v\cos\theta$. The density of states with spin is $1/(4\pi^3)$, so to first order in $v$
\begin{equation}
F=\frac1{4\pi^3}\int k_F^2\,d\Omega\,(-v\cos\theta)\,k_F\sigma_{tr}\,k_F\cos\theta
=-\frac{k_F^4\sigma_{tr}}{3\pi^2}\,v .
\end{equation}
The angular integral of $\cos^2\theta$ is $4\pi/3$. Since $n_v=k_F^3/(3\pi^2)$,
\begin{equation}
S_L=Qv,\qquad Q=n_vk_F\,\sigma_{tr}(k_F).
\end{equation}
As a test, I integrated over the whole shifted sphere at $v=0.02k_F$ with a cross-section proportional to $1/(1+u^2/k_F^2)$. The force was 0.99996 of this formula.

\section*{Joining them}

\textbf{Q.} Can I use Bethe's law down to where the two curves cross?

\textbf{A.} No. Put $y=2v^2/I$. Then $S_B\propto(\ln y)/y$, which has a maximum at $y=e$ and vanishes at $y=1$. For silicon I take the rough value $I=170$ eV. The maximum then sits at 212 keV and the zero at 78 keV. With the silicon inputs used below, the two curves never cross: $S_L$ is above 250 eV/nm wherever $S_B$ is positive, while $S_B$ never exceeds 79 eV/nm. The maximum of $S_B$ is an artefact: there the formula is outside its range. I replace the logarithm by one that stays positive and add the reciprocals:
\begin{equation}
S_H=\frac{A}{v^2}\ln\Big(1+\frac{2v^2}{I}\Big),\qquad
\frac1S=\frac1{S_L}+\frac1{S_H}.
\end{equation}
As $v\to0$, $S_H\to2A/I$, a constant, so the smaller $S_L$ controls $S$. At high speed $S_H$ is the smaller and tends to $S_B$. Both limits survive. Between them this is an interpolation, not a derivation.

\textbf{Q.} Then is the maximum of $S$ physics or interpolation?

\textbf{A.} Its existence follows from the limits: a positive continuous $S$ that goes to zero at both ends must have a maximum somewhere. Its height and position depend on the join. For this join there is just one. Substituting $v^2=Iy/2$,
\begin{equation}
\frac1S=\frac{y^{-1/2}}{Q\sqrt{I/2}}+\frac{I}{2A}\,g(y),\qquad
g=\frac{y}{\ln(1+y)}=\int_0^1(1+y)^s\,ds .
\end{equation}
Setting the derivative to zero and multiplying by $2Ay^{3/2}/I$ gives
\begin{equation}
y^{3/2}g'(y)=\frac{A}{QI\sqrt{I/2}},\qquad
g'(y)=\int_0^1s(1+y)^{s-1}ds .
\end{equation}
The logarithmic slope of $y^{3/2}(1+y)^{s-1}$ is $\tfrac32-(1-s)\,y/(1+y)>\tfrac12$. The left side therefore climbs steadily from zero to infinity and meets the right side once. Below that point $S$ rises with energy; above it $S$ falls.

\textbf{Q.} Please put in silicon.

\textbf{A.} Rough inputs are $5.0\times10^{22}$ atoms/cm$^3$, four valence electrons per atom and $\sigma_{tr}=10$ bohr$^2$, a cross-section of atomic size. They give $k_F=0.957$, $A=1.3035$, $Q=0.2837$ and $I=6.247$ hartree. The right side is
\begin{equation}
\frac{1.3035}{0.2837\times6.247\times\sqrt{3.124}}=0.416,
\end{equation}
and the root is $y=1.026$. So $v_m=\sqrt{6.247\times1.026/2}=1.79$, which is $E_m=80$ keV. There $S_L=261.2$ and $S_H=147.7$ eV/nm, hence
\begin{equation}
S_m=\Big(\frac1{261.2}+\frac1{147.7}\Big)^{-1}=94.3\ \text{eV/nm}.
\end{equation}
At 2 MeV the joined law gives 26.9 eV/nm. The single-ion dose therefore grows by a factor of 3.5 from surface to peak.

\section*{From speed to depth}

\textbf{Q.} Where is the peak?

\textbf{A.} The path needed to stop from energy $E$ is $R(E)=\int_0^EdE'/S(E')$. It is finite because $S\propto\sqrt{E}$ near zero. The peak lies where the energy has fallen to $E_m$:
\begin{equation}
x_p=R(E_0)-R(E_m)=47.4-1.1=46.3\ \mu\text{m}.
\end{equation}
Neither $S_m$ nor $R(E_m)$ contains the entry energy $E_0$. A 1 MeV proton has a range of 16.7 $\mu$m and the same 94.3 eV/nm peak, the same distance before its end. If $E_0<E_m$, the dose falls from the surface onward and there is no buried peak.

\textbf{Q.} Can I see the shape without integrating numerically?

\textbf{A.} Freeze the logarithm, so that $S=C/E$. Then $E\,dE=-C\,dx$. Integrating back from the end of range $R$, where $E=0$,
\begin{equation}
E^2=2C(R-x),\qquad D=\frac CE=\sqrt{\frac C2}\,(R-x)^{-1/2}.
\end{equation}
Halfway in, this predicts a dose $\sqrt2=1.41$ times the entry dose. The joined law gives $36.3/26.9=1.35$. At nine tenths of the range the figures are 3.16 and $68.8/26.9=2.56$. The growth in the joined law is weaker because the logarithm shrinks as the ion slows. The slow law hardly matters here: without $S_L$ the two figures would be 1.34 and 2.58. Mainly for the same reason, doubling the energy from 1 to 2 MeV multiplies the range by 2.8, not by the 4 that $R=E_0^2/(2C)$ predicts. Without $S_L$ the factor would be 3.0.

At the very end $S=Qv$. With $E=Mv^2/2$ the energy equation is $Mv\,dv/dx=-Qv$, so
\begin{equation}
v=\frac QM(R-x),\qquad D=Qv=\frac{Q^2}{M}(R-x).
\end{equation}
In this model the dose goes linearly to zero. In real silicon nuclear collisions add about a quarter to the stopping at 0.1 keV and bend the path, so the last part of the profile does not follow this line.

\textbf{Q.} So which of the two laws causes the peak?

\textbf{A.} Remove them in turn. With $S_L$ alone, $S$ falls as the ion slows, and the largest dose is at the surface. With $S_H$ alone, $S=(2A/I)\ln(1+y)/y$ rises all the way down in speed, and the dose grows until the ion stops. The fast law therefore makes the deep rise. In this join the slow law places the maximum before the end and brings the dose down to zero. Integrating the equation of motion from 2 MeV with each law separately confirmed both outcomes. The second role depends on my choice of $\ln(1+y)$, which stays finite at low speed. The Born sum over bound oscillators used below has a maximum of its own, 136 eV/nm near 38 keV, with no friction law added. In a real solid the turnover comes as the proton becomes too slow to excite the electrons efficiently, and it cannot be assigned to one of the two formulas.

\section*{A beam in real silicon}

\textbf{Q.} My beam contains many protons. Do they all peak at the same depth?

\textbf{A.} No, because collisions are random. For close collisions with free electrons set the energy transfer $T=q^2/2$ and $|F|^2=1$ in the Born formula. Since $dT=q\,dq$, $d\sigma=2\pi\,dT/(v^2T^2)$ with $T\le2v^2$. Independent collisions add variance at the rate
\begin{equation}
nZ\int T^2d\sigma=nZ\,\frac{2\pi}{v^2}\,2v^2=4\pi nZ=A .
\end{equation}
An energy error $\delta E$ made at energy $E$ shifts the later path by $\delta E/S(E)$, because $dR/dE=1/S$. With $dx=dE/S$, the depth at which ions reach $E_m$ has variance
\begin{equation}
\sigma_x^2=\int_{E_m}^{E_0}\frac{A}{S^3}\,dE,\qquad\sigma_x=0.80\ \mu\text{m}.
\end{equation}
This is comparable with the 1.1 $\mu$m between peak and end, so it matters. Smearing the single-ion curve with a Gaussian of this width lowers the peak from 94 to 86 eV/nm and moves it from 46.3 to 45.5 $\mu$m. It moves towards the surface because the curve is lopsided: smearing at $x_p$ mixes in the zero dose just beyond the end, whereas the shallow side is still high.

I tested the smearing with 6000 random ion histories in 25 nm steps, each with Gaussian energy noise of variance $A$ per length until $E_m$. They gave the same spread and a peak of 86.3 eV/nm. They share the Gaussian assumption and the neglect of straggling below $E_m$, so they do not test those.

\textbf{Q.} How far should I trust 94 eV/nm?

\textbf{A.} To some tens of per cent. At the peak $v_m=1.79$ exceeds $k_F=0.957$, and $y$ is near 1, so neither limiting law holds there. Adding inverse squares instead of inverses, with all else fixed, gives 130 eV/nm. Keeping the first join and changing $Q$ by $\mp20\%$ gives 87 and 101 eV/nm.

Another estimate treats the electrons as oscillators: two at 100 hartree, eight at 10 hartree, and four at 16.6 eV, the last fixed by the same $I$. Its Born sum gives 123 eV/nm at $v_m$. That sum is itself uncertain, since terms beyond Born scale with powers of $1/v$ and $1/v^2=0.31$ there. Tabulated fits to measurements put the maximum at roughly 120 to 130 eV/nm, between about 55 and 80 keV, so the simple join is low by a fifth to a quarter.

\textbf{Q.} And the depth, which is what I set with the accelerator?

\textbf{A.} It is steadier, because most of the path is covered at high energy. There the main omission is that inner electrons are not slow compared with the proton. The oscillator model puts the stopping 5.6\% below Bethe's law at entry and 9\% below it at 1 MeV. Used in place of $S_H$ in the join, it would lengthen the path to the peak by about 12\%. That overstates the error: tabulated silicon stopping lies only about 2 to 4\% below Bethe's law between 1 and 2 MeV, and the tabulated 2 MeV range is 47 to 48 $\mu$m. Relativity changes the entry stopping by about 0.2\%.

For collisions with nuclei, a passing proton at distance $b$ gives an impulse $2Z/(bv)$. Squaring it, dividing by twice the nuclear mass $M_N$ and integrating over $2\pi b\,db$ gives a stopping of $4\pi nZ^2\Lambda/(M_Nv^2)$, where $\Lambda$ is the logarithm of the ratio of the screening radius to $Z/(\mu v^2)$, the impact parameter for a right-angle deflection, with $\mu$ the reduced mass. This is 0.3\% of $S$ at the peak and roughly a tenth at 1 keV, where $\Lambda$ is below 1 and the estimate is crude. The same impulses turn the proton by angles $2Z/(Mv^2b)$. The accumulated tilt costs about 0.35 $\mu$m of mean depth before the peak, less than the straggling width. Deflection also spreads the depth: its rms contribution is about 1 $\mu$m, mostly a shallow tail from rare large-angle collisions, which the Gaussian smearing above leaves out.

Two omissions are not sized here. A slow proton captures and loses electrons, which a constant $\sigma_{tr}$ ignores. A wafer is also a crystal, and ions steered along open channels meet fewer electrons and go deeper than in this uniform solid.

\textbf{Q.} I use such implants for buried field-stop layers in power devices. Is the Bragg peak my doping profile?

\textbf{A.} No. It is the profile of energy given to electrons. The protons come to rest about 1 $\mu$m of path beyond the single-ion peak, or about 0.8 $\mu$m in depth once deflection is counted, near 47 $\mu$m in this model, with their own straggling. Displaced atoms come from nuclear collisions, whose share grows towards the end of the path, and the donors left after annealing depend on both hydrogen and damage. The stopping curve sets the depth scale of the layer, not its electrical activity. The numerical output below lists the dose at further depths.

\section*{Computed results}
\begin{verbatim}
Atom density: 5.0e+22 cm^-3 = 0.00741 bohr^-3
Mean excitation energy I: 170 eV = 6.247 hartree
Transport cross-section: 10.0 bohr^2
Fermi speed k_F of 4 valence electrons: 0.957 a.u.
Bethe factor A: 1.3035 a.u.; friction Q: 0.2837 a.u.
Friction Q in eV/nm per a.u. of speed: 145.9
Born sum, oscillator, v=10, w=1: L = 5.2830
Bethe logarithm for the same case: 5.2983
Gap at v=10: 0.01533; at v=20: 0.00377
Shifted-sphere drag / linear law: 0.99996
Plain Bethe spurious maximum: 212 keV, 78.9 eV/nm
Plain Bethe law vanishes at: 78.0 keV
Right side of maximum condition: 0.4161; root y: 1.0258
Stopping maximum: v_m = 1.790 a.u., E_m = 80.0 keV
Peak stopping S_m: 94.3 eV/nm
Slow law at v_m: 261.2 eV/nm; fast law: 147.7 eV/nm
Entry energy: 2000 keV; entry speed: 8.947 a.u.
Entry stopping: 26.91 eV/nm; plain Bethe: 27.16 eV/nm
Peak-to-entry ratio, single ion: 3.51
Range: 47.35 um; peak depth: 46.27 um
Peak to end of range: 1.074 um
Dose at 0.25 of range (11.8 um): 30.5 eV/nm
Dose at 0.50 of range (23.7 um): 36.3 eV/nm
Dose at 0.75 of range (35.5 um): 48.4 eV/nm
Dose at 0.90 of range (42.6 um): 68.8 eV/nm
Entry at 1000 keV: range 16.73 um, peak 94.3 eV/nm
Depth spread at E_m: formula 0.803 um, histories 0.799 um
Beam peak: smeared curve 86.1 eV/nm, histories 86.3 eV/nm
Beam peak depth (smeared curve): 45.48 um
Beam peak-to-entry ratio: 3.20
S_m with inverse-square join: 130.2 eV/nm
S_m with Q lower/higher by 20%: 86.8 / 100.6 eV/nm
Shell model frequencies K, L: 100, 10 hartree; outer: 16.6 eV
Shell effect on entry stopping: -5.6 %
Shell-model Born stopping at v_m: 122.9 eV/nm
Relativistic effect on entry stopping: 0.22 %
Nuclear/electronic stopping at E_m: 0.30 %
Nuclear/electronic stopping at 1 keV: 11 %
Depth lost to angular scattering: 0.35 um
Beyond-Born measure 1/v^2: entry 0.0125, peak 0.31
\end{verbatim}
